# Phonon Emission, Absorption and the Electron Mass Enhancement 1 + λ

Let an electron occupy one of two levels, $\varepsilon_1$ or $\varepsilon_2$, and let it change level by emitting or absorbing a phonon of energy $\Omega$:

$$H=\varepsilon_1c_1^\dagger c_1+\varepsilon_2c_2^\dagger c_2+\Omega b^\dagger b+g(c_1^\dagger c_2+c_2^\dagger c_1)(b+b^\dagger).$$

Here $\hbar=k_B=1$, and energies are measured from the chemical potential. At zero temperature, what does it cost to add an electron to level 1, to order $g^2$?

Suppose first that both levels are empty. The added electron forms the state $|1;0\rangle$, with no phonon, which $g$ connects to $|2;1\rangle$, of energy $\varepsilon_2+\Omega$. Second-order perturbation theory gives the addition energy

$$\varepsilon_1+\frac{g^2}{\varepsilon_1-\varepsilon_2-\Omega}.$$

Now suppose that level 2 is filled. With both levels occupied the coupling has no effect, because the Pauli principle forbids either hop. The state before the addition, $|2;0\rangle$, is however shifted by its coupling to $|1;1\rangle$, by $g^2/(\varepsilon_2-\varepsilon_1-\Omega)$. The addition energy is the difference

$$(\varepsilon_1+\varepsilon_2)-\left(\varepsilon_2+\frac{g^2}{\varepsilon_2-\varepsilon_1-\Omega}\right)=\varepsilon_1+\frac{g^2}{\varepsilon_1-\varepsilon_2+\Omega}.$$

An empty partner level thus lets the electron emit a virtual phonon. A filled partner level costs energy, because the added electron blocks a fluctuation that had lowered the ground state. The two corrections differ in the sign of $\Omega$. At finite temperature and for many partner levels both occur together, with weights that a Matsubara sum supplies.

For a crystal, take the linear coupling

$$H'=\sum_{kq}g_{k+q,k}\,c^\dagger_{k+q}c_k\,\phi_q,\qquad \phi_q=b_q+b^\dagger_{-q},$$

with harmonic phonons and the metal in its normal state. Write $k'=k+q$, $\varepsilon'=\varepsilon_{k'}$ and $\beta=1/T$. Sums over $k$ and $q$ are averages over the Brillouin zone, the normalization of $H'$ being absorbed in $g$. The propagators in imaginary time are $G(\tau)=-\langle T_\tau c(\tau)c^\dagger(0)\rangle$ and $D(\tau)=-\langle T_\tau\phi(\tau)\phi^\dagger(0)\rangle$. For free particles and $0<\tau<\beta$,

$$G_0(\tau)=-(1-f)e^{-\varepsilon\tau},\qquad D_0(\tau)=-(n+1)e^{-\Omega\tau}-n\,e^{\Omega\tau},$$

where $f=1/(e^{\beta\varepsilon}+1)$ and $n=1/(e^{\beta\Omega}-1)$. Multiply by $e^{i\omega_n\tau}$ or $e^{i\nu_m\tau}$ and integrate from 0 to $\beta$. The fermionic frequencies $\omega_n=(2n+1)\pi T$ obey $e^{i\beta\omega_n}=-1$ (the subscript $n$ is an integer, not the Bose function), and the bosonic ones, $\nu_m=2\pi mT$, obey $e^{i\beta\nu_m}=1$. Since $(1-f)(1+e^{-\beta\varepsilon})=1$, $(n+1)(1-e^{-\beta\Omega})=1$ and $n(e^{\beta\Omega}-1)=1$,

$$G_0(i\omega_n)=\frac1{i\omega_n-\varepsilon},\qquad D_0(i\nu_m)=\frac1{i\nu_m-\Omega}-\frac1{i\nu_m+\Omega}=\frac{2\Omega}{(i\nu_m)^2-\Omega^2}.$$

The second-order term of $T_\tau\exp(-\int H'd\tau)$ is $+\tfrac12\iint H'H'$. With the minus sign in the definition of $G$ and $\langle T_\tau\phi\phi^\dagger\rangle=-D_0$, the prefactor becomes $+\tfrac12D_0$. In the contraction that leaves the electron line unbroken, the electron operators can be ordered as three neighbouring pairs $cc^\dagger$ by an even permutation. Each pair gives $-G_0$, together $-G_0G_0G_0$. Exchanging the two vertices gives an equal term, which cancels the factor $\tfrac12$. Removing the two outer lines leaves $\Sigma(\tau)=-\sum_q|g|^2D_0(\tau)G_0(k',\tau)$. A product in time is a convolution in frequency, so that

$$\Sigma(k,i\omega_n)=-T\sum_m\sum_q|g|^2D_0(i\nu_m)\,G_0(k',i\omega_n-i\nu_m).$$

This is the Fan-Migdal self-energy with bare propagators. The other connected contraction closes an electron loop on one vertex and carries a phonon of zero frequency. It does not depend on $\omega_n$, and neither does the Debye-Waller term, which is first order in the coupling to two displacements. Both are counted as part of $\varepsilon_k$ below.

To do the sum for one intermediate state, set $F(z)=D_0(z)/(i\omega_n-z-\varepsilon')$ and use the Bose function $n(z)=1/(e^{\beta z}-1)$. Near $z=i\nu_m$ its denominator is $\beta(z-i\nu_m)$, so it has a pole there with residue $T$. On large circles that pass between these poles $n(z)$ is bounded, while $F$ falls as $z^{-3}$. The integral of $Fn$ over the circle therefore vanishes, the sum of all residues is zero, and

$$T\sum_mF(i\nu_m)=-\sum_{\text{poles of }F}\operatorname{Res}\,[F(z)n(z)].$$

There are three poles of $F$. At $z=\Omega$ the residue of $D_0$ is $+1$, and at $z=-\Omega$ it is $-1$, where $n(-\Omega)=-(n+1)$. The residues of $Fn$ are

$$\frac{n}{i\omega_n-\varepsilon'-\Omega}\qquad\text{and}\qquad\frac{n+1}{i\omega_n-\varepsilon'+\Omega}.$$

At $z=i\omega_n-\varepsilon'$ the electron factor has residue $-1$, and

$$n(i\omega_n-\varepsilon')=\frac1{e^{i\beta\omega_n}e^{-\beta\varepsilon'}-1}=-\frac1{e^{-\beta\varepsilon'}+1}=-(1-f).$$

The two minus signs cancel, and the third residue is

$$(1-f)D_0(i\omega_n-\varepsilon')=\frac{1-f}{i\omega_n-\varepsilon'-\Omega}-\frac{1-f}{i\omega_n-\varepsilon'+\Omega}.$$

Collecting equal denominators gives $n+1-f$ over the first and $n+1-(1-f)=n+f$ over the second. The minus sign of the residue formula cancels the one in front of $\Sigma$:

$$\boxed{\Sigma(k,z)=\sum_q|g|^2\left[\frac{n+1-f}{z-\varepsilon'-\Omega}+\frac{n+f}{z-\varepsilon'+\Omega}\right]}$$

at $z=i\omega_n$. The right side is analytic away from the real axis and vanishes at large $|z|$. By Carlson's theorem these properties and the values at the Matsubara points fix the continuation, so the retarded self-energy follows with $z=\omega+i0^+$. The replacement $e^{i\beta\omega_n}=-1$ has to precede this step: the function $n(z-\varepsilon')$ would have brought in poles at $z=\varepsilon'+i\nu_m$, which for $m\neq0$ lie off the real axis. At $T=0$ the result reproduces the two opening cases: $f=0$ leaves the first fraction, $f=1$ the second.

The numerators have a direct meaning in terms of rates. Since $\operatorname{Im}(x+i0^+)^{-1}=-\pi\delta(x)$,

$$-2\operatorname{Im}\Sigma(k,\omega)=2\pi\sum_q|g|^2\left[(n+1-f)\,\delta(\omega-\varepsilon'-\Omega)+(n+f)\,\delta(\omega-\varepsilon'+\Omega)\right].$$

Multiplying out confirms that

$$n+1-f=(n+1)(1-f)+nf,\qquad n+f=n(1-f)+(n+1)f.$$

In the first factor, $(n+1)(1-f)$ belongs to an electron of energy $\omega$ that emits a phonon and enters an empty state at $\omega-\Omega$. The product $nf$ belongs to the reverse event, in which an electron at $\omega-\Omega$ absorbs a phonon and fills the state at $\omega$. In the second factor, $n(1-f)$ is absorption out of the state, and $(n+1)f$ is emission into it from above. The names "emission term" and "absorption term" thus describe what the outgoing electron does.

The rates add because a state with occupation $p$ obeys $\dot p=-\Gamma_{\rm out}p+\Gamma_{\rm in}(1-p)$ and relaxes at the rate $\Gamma_{\rm out}+\Gamma_{\rm in}$. With $n/(n+1)=e^{-\beta\Omega}$ and $f/(1-f)=e^{-\beta\varepsilon'}$, the ratio $\Gamma_{\rm in}/\Gamma_{\rm out}$ in the first channel is $e^{-\beta(\varepsilon'+\Omega)}=e^{-\beta\omega}$. In the second it is $e^{-\beta(\varepsilon'-\Omega)}$, again $e^{-\beta\omega}$. The stationary occupation is therefore the Fermi function at $\omega$.

The two-level model shows the four products separately. To order $g^2$ the propagator of level 1 is $G_0+G_0^2\Sigma$, which has satellites at $\varepsilon_2\pm\Omega$. The upper one has weight $g^2(n+1-f)/(\varepsilon_2+\Omega-\varepsilon_1)^2$. Transitions that add an electron and those that remove one contribute to it in the ratio $1:e^{-\beta\omega}$, the ratio of the Boltzmann weights of their initial states. This is also the ratio $\Gamma_{\rm out}:\Gamma_{\rm in}$, so addition measures the outgoing product and removal the incoming one.

With energies in units of $\Omega$, take $\varepsilon_1=0.37$, $\varepsilon_2=-0.21$ and $T=0.8$. Then $n=0.4016$ and $f=0.5653$. The upper satellite should divide as $0.6093+0.2270=0.8363$, the lower as $0.1746+0.7922=0.9668$. Exact diagonalization at small $g$, with the prefactor $g^2/(\varepsilon_2\pm\Omega-\varepsilon_1)^2$ divided out, gives 0.6090 and 0.2268 for the upper, 0.1746 and 0.7921 for the lower. The self-energy extracted from the exact propagator also agrees with the formula, at a Matsubara point and at a general complex energy. The remaining difference in $\Sigma/g^2$ falls by a factor of 4.000 when $g$ is halved, as a correction of relative order $g^2$ should.

The electron mass follows from the real part near the Fermi level. Let $N$ be the density of states per spin at $\varepsilon=0$, and define

$$\alpha^2F(\Omega)=\frac1N\sum_{kk'}|g_{k'k}|^2\,\delta(\varepsilon_k)\,\delta(\varepsilon_{k'})\,\delta(\Omega-\Omega_{k'-k}),\qquad \lambda=2\int_0^\infty d\Omega\,\frac{\alpha^2F(\Omega)}\Omega.$$

Average $\Sigma(k,z)$ over the Fermi surface with the weight $\delta(\varepsilon_k)/N$, and insert $1=\int d\varepsilon'\,\delta(\varepsilon'-\varepsilon_{k'})$. If the density of states and the coupling hardly change over energies of a few $\Omega$, the double average may be evaluated at $\varepsilon'=0$ for the part of $\Sigma$ that varies on the scale of $\Omega$. States far from the Fermi level can add a nearly constant shift when the band is not symmetric about it; this shift is absorbed in the chemical potential. Apart from it,

$$\Sigma(z)=\int d\Omega\,\alpha^2F(\Omega)\int d\varepsilon'\left[\frac{n+1-f(\varepsilon')}{z-\varepsilon'-\Omega}+\frac{n+f(\varepsilon')}{z-\varepsilon'+\Omega}\right].$$

For a local mode with constant $g$ and a single $\Omega$ (an Einstein mode), $\Sigma$ does not depend on $k$ at all. Then $\alpha^2F(\omega)=Ng^2\delta(\omega-\Omega)$ and $\lambda=2Ng^2/\Omega$.

Take this mode at $T=0$ with a flat, half-filled band from $-W$ to $W$. Now $n=0$, the first fraction needs $\varepsilon'>0$, and the second needs $\varepsilon'<0$. For $|\omega|$ inside the band the principal values are

$$\int_0^W\frac{d\varepsilon'}{\omega-\Omega-\varepsilon'}=\ln\left|\frac{\Omega-\omega}{W+\Omega-\omega}\right|,\qquad \int_{-W}^0\frac{d\varepsilon'}{\omega+\Omega-\varepsilon'}=\ln\left|\frac{W+\Omega+\omega}{\Omega+\omega}\right|,$$

and therefore

$$\operatorname{Re}\Sigma(\omega)=Ng^2\ln\left|\frac{(W+\Omega+\omega)(\Omega-\omega)}{(W+\Omega-\omega)(\Omega+\omega)}\right|.$$

Each of the four logarithms contributes one term to the slope at $\omega=0$:

$$\left.\frac{d\operatorname{Re}\Sigma}{d\omega}\right|_0=Ng^2\left[\frac2{W+\Omega}-\frac2\Omega\right]=-\frac{2Ng^2}{\Omega}\,\frac W{W+\Omega}=-\lambda\,\frac W{W+\Omega}.$$

At the Fermi level the downward shift from virtual emission and the upward shift from blocking cancel. Just above it the emission denominators are smaller and the blocking denominators larger, so the net shift is downward; just below, it is upward. The levels near the Fermi energy are drawn towards it. (In the finite band the argument of the logarithm returns to 1, and the shift changes sign, at $\omega^2=\Omega(W+\Omega)$.)

For $W\gg\Omega$ and a general spectrum, adding the modes gives

$$\operatorname{Re}\Sigma(\omega)=-\int_0^\infty d\Omega\,\alpha^2F(\Omega)\ln\left|\frac{\Omega+\omega}{\Omega-\omega}\right|\simeq-\lambda\omega,$$

because the logarithm tends to $2\omega/\Omega$ when $|\omega|$ is far below the phonon energies that carry the weight.

At $T=0$ the first delta function in $\operatorname{Im}\Sigma$ requires $\omega=\varepsilon'+\Omega$ with $\varepsilon'>0$, the second $\omega=\varepsilon'-\Omega$ with $\varepsilon'<0$. An Einstein mode therefore causes no damping for $|\omega|<\Omega$, and the pole of $G=1/(\omega-\varepsilon_k-\Sigma)$ is real:

$$E=\varepsilon_k-\lambda E\quad\Rightarrow\quad E=\frac{\varepsilon_k}{1+\lambda}.$$

Near the pole

$$G\simeq\frac1{(1+\lambda)\omega-\varepsilon_k}=\frac{Z}{\omega-E},\qquad Z=\frac1{1+\lambda}.$$

The velocity is reduced to $v^*=v/(1+\lambda)$ at an unchanged Fermi momentum $k_F$. With the mass defined by $m^*=k_F/v^*$,

$$\boxed{\frac{m^*}{m}=1+\lambda.}$$

The density of quasiparticle levels rises to $(1+\lambda)N$, but each carries the weight $Z$, so the density of states for adding or removing a bare electron at the Fermi level remains $N$.

The absence of a momentum derivative matters here. If $\Sigma$ also varied with $k$ across the Fermi surface, differentiating $E=\varepsilon_k+\Sigma(k,E)$ would give

$$v^*=\frac{v+\partial_k\Sigma}{1-\partial_\omega\Sigma},$$

and the mass ratio would no longer be $1+\lambda$. In an anisotropic metal, moreover, the slope varies over the Fermi surface, and $\lambda$ describes its average.

The use of a bare electron line in the loop is less restrictive than it looks. For a $k$-independent $\Sigma$ and a very wide flat band, the loop contains

$$\int_{-\infty}^{\infty}\frac{d\varepsilon'}{i\omega_n-\Sigma(i\omega_n)-\varepsilon'}=-i\pi\operatorname{sgn}\omega_n,$$

taken with symmetric limits. The value depends on the sign of the imaginary part of $i\omega_n-\Sigma$ alone, and $\operatorname{Im}\Sigma(i\omega_n)$, opposite in sign to $\omega_n$, does not change it. Dressing the line thus leaves $\Sigma$ as it was. Corrections to the vertex are not covered by this argument; they are neglected here. Nor is the change of the phonons by the electrons, and it is not small. A static long-wavelength displacement $x=\langle\phi\rangle$ of a local mode costs $\Omega x^2/4$ per site, while the electrons of both spins, whose levels shift by $gx$, gain $Ng^2x^2$. If $\Omega$ were the bare frequency, its square would be reduced by the factor $1-4Ng^2/\Omega=1-2\lambda$, which vanishes at $\lambda=\tfrac12$. The frequency $\Omega$ in $D_0$, and with it $g$, must therefore be read as the observed value, which already contains the response of the electrons.

For numbers, choose a local Einstein mode with $\Omega=0.001$ Ha (27.2 meV), $g=0.01$ Ha and $W=0.2$ Ha. The flat band holds one state per spin, so $N=1/(2W)=2.5$ per Ha, and

$$\lambda=\frac{2\times2.5\times(0.01)^2}{0.001}=0.50,\qquad \frac{m^*}m=1.50,\qquad Z=0.67.$$

The finite band changes the slope to $0.5\times0.2/0.201=0.4975$ and the mass ratio to 1.4975. Direct integration over the band gives the same slope. These digits belong to the bare line in the loop: in a finite band dressing does change $\Sigma$ slightly, and a self-consistent line lowers the slope to 0.4969. For a semi-elliptic band of the same width, with $\lambda=0.637$ from its own density of states at the Fermi level, the slope is $0.992\lambda$. Relative to $\lambda$, the two deviations are 0.005 and 0.008, both of the order of $\Omega/W=0.005$. A spectrum $\alpha^2F\propto\Omega^2$ with $\lambda=0.5$, which extends down to zero energy, gives $-\operatorname{Re}\Sigma/\omega=0.5002$ at one hundredth of its cutoff.

Solving $E=\varepsilon_k+\operatorname{Re}\Sigma(E)$ with the full logarithm shows how far the linear law reaches:

| $\varepsilon_k/\Omega$ | $E/\Omega$ | $\varepsilon_k/E$ |
|---|---|---|
| 0.02 | 0.0134 | 1.498 |
| 0.20 | 0.1333 | 1.501 |
| 0.50 | 0.3296 | 1.517 |
| 1.00 | 0.6305 | 1.586 |

The ratio grows because, in the wide band, $-\operatorname{Re}\Sigma/E=\lambda(1+E^2/3\Omega^2+\dots)$: the electron approaches the threshold for real emission. Far above the threshold the slope of the wide-band logarithm is $+\lambda\Omega^2/(\omega^2-\Omega^2)$, which tends to zero, and the bare velocity returns. At $\omega=10\,\Omega$ this slope is $0.5/99=0.0051$. The finite band of the example adds the two band-edge terms $Ng^2[1/(W+\Omega+\omega)+1/(W+\Omega-\omega)]=0.0025$, so that $1-d\operatorname{Re}\Sigma/d\omega=0.992$, the value the program finds by integration over the band. Such an electron can emit real phonons, and the delta functions give it $-\operatorname{Im}\Sigma=\pi Ng^2$ at $T=0$. For an Einstein mode the mass enhancement thus belongs to electrons with too little energy to leave a real phonon behind. For a spectrum that extends down to zero energy some emission is always possible, and the condition for the linear law is that $|\omega|$ lie far below the phonon energies that carry the weight.

At finite temperature the slope can be found by integration by parts. In a very wide flat band the terms proportional to $n$ have vanishing principal value. In the others, $\partial_\omega$ acting on a denominator equals $-\partial_{\varepsilon'}$; moving this derivative onto the occupation factors leaves boundary terms of order $1/W$, and

$$\frac{d\operatorname{Re}\Sigma}{d\omega}=Ng^2\,\mathrm P\!\!\int d\varepsilon'\left(-\frac{df}{d\varepsilon'}\right)\left[\frac1{\omega-\varepsilon'-\Omega}-\frac1{\omega-\varepsilon'+\Omega}\right].$$

At $\omega=0$ the bracket is $-1/(\Omega+\varepsilon')-1/(\Omega-\varepsilon')=-2\Omega/(\Omega^2-\varepsilon'^2)$, so that

$$-\left.\frac{d\operatorname{Re}\Sigma}{d\omega}\right|_0=\lambda\,\mathrm P\!\!\int d\varepsilon'\left(-\frac{df}{d\varepsilon'}\right)\frac{\Omega^2}{\Omega^2-\varepsilon'^2}\simeq\lambda\left[1+\frac{\pi^2T^2}{3\Omega^2}+\frac{7\pi^4T^4}{15\Omega^4}\right].$$

The last form expands the fraction in $\varepsilon'/\Omega$, which is justified for $T\ll\Omega$, where $-df/d\varepsilon'$ is exponentially small at $\pm\Omega$. The moments it needs are

$$\int\varepsilon^2\left(-\frac{df}{d\varepsilon}\right)d\varepsilon=4\int_0^\infty\varepsilon f\,d\varepsilon=\frac{\pi^2T^2}3,\qquad \int\varepsilon^4\left(-\frac{df}{d\varepsilon}\right)d\varepsilon=8\int_0^\infty\varepsilon^3f\,d\varepsilon=\frac{7\pi^4T^4}{15}.$$

They follow from $f=\sum_{j\ge1}(-1)^{j+1}e^{-j\varepsilon/T}$ for $\varepsilon>0$, with $\sum_j(-1)^{j+1}j^{-2}=\pi^2/12$ and $\sum_j(-1)^{j+1}j^{-4}=7\pi^4/720$.

Warming thus first raises the slope. At $T=0.05\,\Omega$, or 15.8 K in the example, the series adds $0.5\times(0.00822+0.00028)=0.0043$ to the finite-band value 0.4975. The sum is 0.5018, in agreement with the direct integral, and the mass ratio is 1.502. The same coupling also pairs electrons: without Coulomb repulsion the linearized Eliashberg equations put the superconducting transition for $\lambda=0.5$ near $0.04\,\Omega$, about 12 K. The temperature chosen here lies just above it, and the $T=0$ results describe the normal state continued below it.

The pole must also stay sharp. At $\omega=0$ the delta functions select $\varepsilon'=\mp\Omega$. Since $1-f(-\Omega)=f(\Omega)$, both numerators equal $n+f(\Omega)$, and

$$-\operatorname{Im}\Sigma(0)=2\pi Ng^2\left[\frac1{e^{\Omega/T}-1}+\frac1{e^{\Omega/T}+1}\right]=\frac{\pi\lambda\Omega}{\sinh(\Omega/T)}.$$

At $T=0.05\,\Omega$ this is $6.5\times10^{-12}$ Ha, negligible beside $T=5\times10^{-5}$ Ha. At $T=0.3\,\Omega$ it is $1.12\times10^{-4}$ Ha, more than a third of the thermal energy. An electron near the Fermi level then appears not as a sharp pole but as a peak of full width about $2Z|\operatorname{Im}\Sigma|$, roughly half of $T$ (the slope at this temperature is about 0.60, so $Z\approx0.63$ and the width is $0.47\,T$). The slope of $\operatorname{Re}\Sigma$ then describes approximately how this broadened peak moves with $\varepsilon_k$ (the variation of $\operatorname{Im}\Sigma$ with $\omega$ also shifts the maximum), rather than the mass of a long-lived particle.

## Calculated quantities

```
PART 1: two-level model, energies in units of the phonon energy
level 1, level 2, temperature: 0.37, -0.21, 0.8
n = 0.401551, f(level 2) = 0.565251
n+1-f = 0.836300, n+f = 0.966802
Sigma/g^2 at first Matsubara frequency, sum:    0.05516170-0.61512487j
Sigma/g^2 at first Matsubara frequency, closed: 0.05516170-0.61512487j
exact Sigma/g^2 at Matsubara z = 0.0000+2.5133j: 0.055163-0.615136j
  closed form: 0.055162-0.615125j, error ratio on halving g: 4.000
exact Sigma/g^2 at general z = 0.3000+0.5000j: -0.259060-1.044313j
  closed form: -0.259128-1.044254j, error ratio on halving g: 4.000
satellite level2+Om: addition 0.6090 (product 0.6093), removal 0.2268 (product 0.2270)
satellite level2-Om: addition 0.1746 (product 0.1746), removal 0.7921 (product 0.7922)
PART 2: Einstein mode and flat half-filled band
Om = 0.001 Ha = 27.211 meV, g = 0.01 Ha, W = 0.2 Ha
N = 2.500 per Ha per spin, N g^2 = 2.500e-04 Ha
lambda = 0.5000, 1+lambda = 1.5000, Z = 0.6667
Re Sigma(0.3 Om): integral -1.540135e-04 Ha, log -1.540135e-04 Ha
Re Sigma(0.6 Om): integral -3.450810e-04 Ha, log -3.450810e-04 Ha
Re Sigma(1.5 Om): integral -3.986281e-04 Ha, log -3.986281e-04 Ha
-dSigma/dw at 0, flat band: 0.497513, lambda W/(W+Om): 0.497512
mass ratio with this finite band: 1.497513
semi-elliptic band: lambda 0.63662, slope/lambda 0.99230
quadratic a2F: lambda 0.50000, -Sigma/w at w = 0.01 cutoff: 0.50016
bare energy/Om, quasiparticle energy/Om, their ratio eps/E
  0.02  0.013355  1.49754
  0.20  0.133288  1.50051
  0.50  0.329619  1.51690
  1.00  0.630470  1.58612
1 - dSigma/dw at w = 10 Om: 0.99246
T = 5.00e-05 Ha = 15.789 K
thermal slope: integral 0.501781, series 0.501767
mass ratio at this T: 1.501781
-Im Sigma(0) at T = 0.3 Om: integral 1.12270e-04 Ha, formula 1.12216e-04 Ha
-Im Sigma(0) at T = 0.05 Om: formula 6.475e-12 Ha
```
